**Orbital mixing and truncation in a Slater determinant**

Mixing the occupied orbitals \(\phi_k\) into \(\phi'_j=\sum_k\phi_kC_{kj}\), with \(C\) constant and invertible, multiplies the determinant by \(\det C\). The program uses four same-spin electrons in a harmonic trap, in oscillator units. It asserts the determinant factor against explicit antisymmetrized sums, a one-electron move ratio against recomputed determinants, and a local energy against finite differences. Two Monte Carlo runs with the same random numbers, one with canonical and one with overlapping orbitals, are asserted to end at identical positions, and their energies to agree within \(10^{-7}\,\hbar\omega\). Further assertions cover admixture of an unoccupied orbital, a two-determinant function and nearly parallel orbitals. Smooth truncation is asserted to raise the noninteracting energy above the exact value 8, and one truncated energy is compared with a Monte Carlo average. The output shows a smaller energy error for the compact non-orthogonal orbitals at each cutoff tried. For an abrupt cut, it shows a local energy of 0.5 at grid points inside the cut, while the energy of the ramped function grows as the inverse ramp width.

## Numerical check

```python
"""
Result under test: replacing the occupied orbitals phi_j of a Slater determinant
by phi'_j = sum_k phi_k C_kj (C constant, invertible) multiplies the determinant
by det C and leaves move ratios, local energies and Monte Carlo paths unchanged.
Truncating localized orbitals changes their span and hence the wave function.

Model: N = 4 same-spin electrons in a 1D harmonic trap, oscillator units
(energy hbar*omega, length sqrt(hbar/(m*omega))).
Optional pair repulsion g/sqrt(1+r^2); Jastrow J = -b sum_{i<j} exp(-r^2/2).
An orbital set is a function x -> (values, first, second derivatives), with the
orbital index last.
"""
from itertools import permutations
import numpy as np
from scipy.integrate import quad

N = 4
EXACT = sum(n + 0.5 for n in range(N))


def oscillator(x, count=N):
    """Normalized oscillator eigenfunctions 0..count-1 with derivatives."""
    x = np.asarray(x, float)
    p = [np.pi ** -0.25 * np.exp(-x * x / 2)]
    p.append(np.sqrt(2) * x * p[0])
    for n in range(1, count):
        p.append(np.sqrt(2 / (n + 1)) * x * p[n] - np.sqrt(n / (n + 1)) * p[n - 1])
    d1 = [(np.sqrt(n / 2) * p[n - 1] if n else 0) - np.sqrt((n + 1) / 2) * p[n + 1]
          for n in range(count)]
    d2 = [(x * x - 2 * n - 1) * p[n] for n in range(count)]
    return tuple(np.stack(a[:count], axis=-1) for a in (p, d1, d2))


def mixed(C):
    return lambda x: tuple(a @ C for a in oscillator(x, C.shape[0]))


def truncated(C, centres, radius, width=1.0):
    """Mixed orbitals times a smooth window that is zero beyond radius."""
    def orbitals(x):
        f, f1, f2 = mixed(C)(x)
        r = np.asarray(x)[..., None] - centres
        t = np.clip((np.abs(r) - radius + width) / width, 0, 1)
        w = np.where(t < 1, 1 - t**3 * (10 - 15 * t + 6 * t * t), 0.0)
        w1 = -30 * t**2 * (1 - t)**2 * np.sign(r) / width
        w2 = -60 * t * (1 - t) * (1 - 2 * t) / width**2
        return f * w, f1 * w + f * w1, f2 * w + 2 * f1 * w1 + f * w2
    return orbitals


def wave(orbitals, x, b=0.0):
    det = np.linalg.det(orbitals(x)[0])
    if b == 0:
        return det
    r = x[..., :, None] - x[..., None, :]
    return det * np.exp(-b * (np.exp(-r * r / 2).sum((-1, -2)) - N) / 2)


def repulsion(x, g):
    r = x[..., :, None] - x[..., None, :]
    return g * ((1 / np.sqrt(1 + r * r)).sum((-1, -2)) - N) / 2


def local_energy(orbitals, x, g=0.0, b=0.0):
    f, f1, f2 = orbitals(x)
    inverse = np.linalg.inv(f)
    grad = np.einsum('...ij,...ji->...i', f1, inverse)
    lap = np.einsum('...ij,...ji->...i', f2, inverse)
    r = x[..., :, None] - x[..., None, :]
    e = np.exp(-r * r / 2)
    gj = b * (r * e).sum(-1)
    lj = b * (((1 - r * r) * e).sum(-1) - 1)
    kinetic = -0.5 * (lap + 2 * grad * gj + lj + gj**2).sum(-1)
    return kinetic + 0.5 * (x * x).sum(-1) + repulsion(x, g)


def monte_carlo(orbitals, start, g, b, walkers, steps, warm, seed):
    rng = np.random.default_rng(seed)
    x = start + 0.2 * rng.normal(size=(walkers, N))
    old = wave(orbitals, x, b)
    total, samples, accepted = np.zeros(walkers), 0, 0.0
    for step in range(steps):
        trial = x + 0.5 * rng.normal(size=x.shape)
        new = wave(orbitals, trial, b)
        ok = new**2 > rng.random(walkers) * old**2
        x = np.where(ok[:, None], trial, x)
        old = np.where(ok, new, old)
        accepted += ok.mean() / steps
        if step >= warm and step % 5 == 0:
            total += local_energy(orbitals, x, g, b)
            samples += 1
    means = total / samples
    return x, means.mean(), means.std(ddof=1) / np.sqrt(walkers), accepted


def mismatch(a, b):
    """Zero only if the two lists of wave-function values are proportional."""
    return 1 - abs(a @ b) / np.sqrt((a @ a) * (b @ b))


# Localized orbitals from the position matrix in the oscillator basis
off = np.sqrt(np.arange(1, N + 2) / 2)
X = np.diag(off, 1) + np.diag(off, -1)
centres, LOCAL = np.linalg.eigh(X[:N, :N])
COMPACT = np.zeros((N, N))
for j, c in enumerate(centres):
    shifted = X - c * np.eye(N + 2)
    COMPACT[:, j] = np.linalg.eigh((shifted @ shifted)[:N, :N])[1][:, 0]
for C in (LOCAL, COMPACT):
    C *= np.sign(np.diag(oscillator(centres)[0] @ C))
canonical, local, compact = mixed(np.eye(N)), mixed(LOCAL), mixed(COMPACT)

grid = np.linspace(-10, 10, 4001)
dx = grid[1] - grid[0]
fl, fc = local(grid)[0], compact(grid)[0]
distance2 = (grid[:, None] - centres)**2
spread_l = np.sqrt((fl**2 * distance2).sum(0) * dx)
spread_c = np.sqrt((fc**2 * distance2).sum(0) * dx)
overlap = fc.T @ fc * dx
assert np.allclose(fl.T @ fl * dx, np.eye(N), atol=1e-9)
assert np.all(spread_c < spread_l)
assert np.max(np.abs(overlap - np.eye(N))) > 0.05
print("orbital centres (length):", np.round(centres, 4))
print("rms spread, orthonormal localized (length):", np.round(spread_l, 4))
print("rms spread, compact non-orthogonal (length):", np.round(spread_c, 4))
print("overlap of compact orbitals 1-2, 2-3, 1-3, 1-4:",
      np.round([overlap[0, 1], overlap[1, 2], overlap[0, 2], overlap[0, 3]], 4))

# One configuration: determinants, from the antisymmetrized sum on one side
x0 = np.array([-1.5, -0.4, 0.6, 1.8])


def antisymmetrized(matrix):
    total = 0.0
    for p in permutations(range(N)):
        inversions = sum(p[i] > p[j] for i in range(N) for j in range(i + 1, N))
        total += (-1)**inversions * np.prod([matrix[i, p[i]] for i in range(N)])
    return total


d0 = antisymmetrized(canonical(x0)[0])
print("electron positions (length):", x0)
print(f"determinant, canonical orbitals: {d0:.8f}")
for name, orb, C in (("localized", local, LOCAL), ("compact", compact, COMPACT)):
    d = antisymmetrized(orb(x0)[0])
    assert np.isclose(d / d0, np.linalg.det(C), rtol=1e-10)
    print(f"determinant, {name}: {d:.8f}; ratio {d/d0:.8f}; det C {np.linalg.det(C):.8f}")
norm_ratio = np.linalg.det(overlap)
assert np.isclose(norm_ratio, np.linalg.det(COMPACT)**2, rtol=1e-8)
print(f"det S of compact orbitals: {norm_ratio:.8f}")

# Move of one electron: inverse-matrix ratio against recomputed determinants
x1 = x0.copy()
x1[1] = 0.1
direct = antisymmetrized(canonical(x1)[0]) / d0
via_inverse = compact(x1[1])[0] @ np.linalg.inv(compact(x0)[0])[:, 1]
assert np.isclose(direct, via_inverse, rtol=1e-10)
print(f"move of electron 2 to {x1[1]:.1f}: canonical ratio {direct:.8f}, "
      f"compact ratio {via_inverse:.8f}")

# Local energy: inverse-matrix formula against differences of the wave function
g, b, h = 1.0, 0.2, 0.01
second = 0.0
for i in range(N):
    s = np.eye(N)[i] * h
    v = [wave(canonical, x0 + k * s, b) for k in (-2, -1, 0, 1, 2)]
    second += (-v[0] + 16 * v[1] - 30 * v[2] + 16 * v[3] - v[4]) / (12 * h * h)
el_difference = -0.5 * second / wave(canonical, x0, b) + 0.5 * x0 @ x0 + repulsion(x0, g)
el_compact = local_energy(compact, x0, g, b)
assert abs(el_difference - el_compact) < 1e-5
print(f"repulsion strength g = {g}, Jastrow strength b = {b}")
print(f"local energy, canonical, finite differences (hbar omega): {el_difference:.6f}")
print(f"local energy, compact, inverse matrix (hbar omega): {el_compact:.6f}")

# Same random numbers, different orbitals: identical paths
run = dict(start=centres, g=g, b=b, walkers=1000, steps=500, warm=200, seed=7)
xa, ea, sa, acc = monte_carlo(canonical, **run)
xb, eb, sb, _ = monte_carlo(compact, **run)
assert np.array_equal(xa, xb) and abs(ea - eb) < 1e-7
print(f"Monte Carlo walkers {run['walkers']}, steps {run['steps']}, "
      f"warm-up {run['warm']}, acceptance {acc:.3f}")
print(f"energy, canonical (hbar omega): {ea:.8f} +- {sa:.4f}")
print(f"energy, compact   (hbar omega): {eb:.8f} +- {sb:.4f}")
print(f"largest difference of final positions (length): {np.max(np.abs(xa-xb)):.1e}")

# Rounding with nearly parallel orbitals
eps = 1e-6
parallel = np.diag([1.0] + [eps] * (N - 1))
parallel[0, :] = 1.0
ref = local_energy(canonical, xa, g, b)
err_good = np.median(np.abs(local_energy(compact, xa, g, b) - ref))
err_bad = np.median(np.abs(local_energy(mixed(parallel), xa, g, b) - ref))
assert err_bad > 100 * err_good and err_bad < 1e-2
print(f"condition number of C: compact {np.linalg.cond(COMPACT):.2f}, "
      f"nearly parallel {np.linalg.cond(parallel):.1e}")
print(f"median local-energy rounding difference (hbar omega): compact {err_good:.1e}, "
      f"nearly parallel {err_bad:.1e}")

# Changes of span, and a two-determinant function
rng = np.random.default_rng(3)
points = rng.normal(0, 1.2, (500, N))
reference = wave(canonical, points)
virtual = np.eye(N + 1)[:, :N]
virtual[N, N - 1] = 0.3
m_same = mismatch(reference, wave(compact, points))
m_virtual = mismatch(reference, wave(mixed(virtual), points))
assert abs(m_same) < 1e-12 and m_virtual > 1e-3
f = oscillator(points[:, :3])[0]


def two_determinants(f, coefficient):
    return (np.linalg.det(f[:, :, [0, 1, 2]])
            + coefficient * np.linalg.det(f[:, :, [0, 1, 3]]))


coef, t = 0.4, 0.5
original = two_determinants(f, coef)
core, active = f.copy(), f.copy()
core[:, :, :2] = f[:, :, :2] @ np.array([[1.0, 0.7], [0.2, 1.5]])
active[:, :, 2] += t * f[:, :, 3]
m_core = mismatch(original, two_determinants(core, coef))
m_active = mismatch(original, two_determinants(active, coef))
m_restored = mismatch(original, two_determinants(active, coef - t))
assert abs(m_core) < 1e-12 and m_active > 1e-3 and abs(m_restored) < 1e-12
print("mismatch = 1 - |cosine| of wave-function values at 500 random points")
print(f"mismatch: occupied mixing {abs(m_same):.1e}, "
      f"admixture {virtual[N, N-1]} of unoccupied orbital {m_virtual:.4f}")
print(f"two determinants, coefficient {coef}, active mixing {t}:")
print(f"mismatch: common orbitals mixed {abs(m_core):.1e}, active mixed {m_active:.4f}, "
      f"coefficient adjusted {abs(m_restored):.1e}")


# Smooth truncation: energy and overlap from one-body integrals
def determinant_integrals(orbitals):
    f, f1, _ = orbitals(grid)
    S = f.T @ f * dx
    H = 0.5 * (f1.T @ f1 + f.T @ (grid[:, None]**2 * f)) * dx
    A = canonical(grid)[0].T @ f * dx
    return np.trace(np.linalg.solve(S, H)), abs(np.linalg.det(A)) / np.sqrt(np.linalg.det(S))


for orb in (canonical, local, compact):
    energy, ov = determinant_integrals(orb)
    assert abs(energy - EXACT) < 1e-8 and abs(ov - 1) < 1e-8
print(f"exact noninteracting energy (hbar omega): {EXACT:.6f}")
print(f"untruncated compact orbitals, Tr(S^-1 h) (hbar omega): {energy:.6f}")
xs, _, _, _ = monte_carlo(canonical, centres, 0.0, 0.0, 2000, 300, 299, 5)
print("smooth window of width 1 (length), zero beyond the cutoff radius")
for name, C in (("localized", LOCAL), ("compact", COMPACT)):
    excess = []
    for radius in (3.0, 4.0, 5.0, 6.0):
        orb = truncated(C, centres, radius)
        energy, ov = determinant_integrals(orb)
        zeros = np.mean(np.abs(xs[..., None] - centres) >= radius)
        excess.append(energy - EXACT)
        assert energy > EXACT and ov < 1
        print(f"{name}, cutoff {radius:.0f}: energy {energy:.6f} hbar omega, "
              f"1-overlap {1-ov:.2e}, zero entries {100*zeros:.1f} %")
    assert excess[-1] < excess[0]

# Overlap formula against a direct two-electron integral on another grid
cut = truncated(LOCAL, centres, 3.0)
y = np.linspace(-8, 8, 401)
a, c = cut(y)[0][:, :2], canonical(y)[0][:, :2]
da = np.outer(a[:, 0], a[:, 1]) - np.outer(a[:, 1], a[:, 0])
dc = np.outer(c[:, 0], c[:, 1]) - np.outer(c[:, 1], c[:, 0])
two_electron = 0.5 * np.sum(da * dc) * (y[1] - y[0])**2
matrix = cut(grid)[0][:, :2].T @ canonical(grid)[0][:, :2] * dx
assert abs(two_electron - np.linalg.det(matrix)) < 1e-5

# Energy formula against a Monte Carlo average of the local energy
e_int = determinant_integrals(cut)[0]
_, e_mc, s_mc, _ = monte_carlo(cut, centres, 0.0, 0.0, 2000, 1000, 300, 11)
assert abs(e_mc - e_int) < 5 * s_mc and s_mc < 0.1
print(f"localized, cutoff 3, Monte Carlo energy (hbar omega): {e_mc:.4f} +- {s_mc:.4f}")

# Abrupt cut of one oscillator ground-state orbital at |x| = R
R = 2.0


def phi(x):
    return np.pi ** -0.25 * np.exp(-x * x / 2)


inside = np.linspace(-R + 0.01, R - 0.01, 401)
step = 1e-3
el = (-(phi(inside + step) - 2 * phi(inside) + phi(inside - step))
      / (2 * step**2 * phi(inside)) + inside**2 / 2)
sampled = np.average(el, weights=phi(inside)**2)
assert np.max(np.abs(el - 0.5)) < 1e-5


def ramp_energy(delta):
    def w(x):
        return 1 - (x - R) / delta
    top = quad(lambda x: x * x * phi(x)**2, 0, R)[0]
    top += quad(lambda x: 0.5 * (x * phi(x) * w(x) + phi(x) / delta)**2
                + 0.5 * (x * phi(x) * w(x))**2, R, R + delta)[0]
    norm = quad(lambda x: phi(x)**2, 0, R)[0]
    norm += quad(lambda x: (phi(x) * w(x))**2, R, R + delta)[0]
    return top / norm


print(f"abrupt cut at |x| = {R}: sampled local energy {sampled:.4f} hbar omega")
for delta in (0.1, 0.01, 0.001, 0.0001):
    print(f"ramp width {delta:g} (length): true energy {ramp_energy(delta):.4f} hbar omega")
coefficient = phi(R)**2 / quad(lambda x: phi(x)**2, -R, R)[0]
assert abs(1e-4 * ramp_energy(1e-4) / coefficient - 1) < 0.02
print(f"coefficient of 1/width (hbar omega times length): {coefficient:.6f}")

print("finished without a failed check")
```

Printed output:

```
orbital centres (length): [-1.6507 -0.5246  0.5246  1.6507]
rms spread, orthonormal localized (length): [0.7071 0.7071 0.7071 0.7071]
rms spread, compact non-orthogonal (length): [0.5463 0.4803 0.4803 0.5463]
overlap of compact orbitals 1-2, 2-3, 1-3, 1-4: [ 0.4598  0.452  -0.0276  0.0135]
electron positions (length): [-1.5 -0.4  0.6  1.8]
determinant, canonical orbitals: 0.73286574
determinant, localized: 0.73286574; ratio 1.00000000; det C 1.00000000
determinant, compact: 0.45729625; ratio 0.62398367; det C 0.62398367
det S of compact orbitals: 0.38935562
move of electron 2 to 0.1: canonical ratio 0.60575308, compact ratio 0.60575308
repulsion strength g = 1.0, Jastrow strength b = 0.2
local energy, canonical, finite differences (hbar omega): 11.335746
local energy, compact, inverse matrix (hbar omega): 11.335746
Monte Carlo walkers 1000, steps 500, warm-up 200, acceptance 0.353
energy, canonical (hbar omega): 11.04280192 +- 0.0015
energy, compact   (hbar omega): 11.04280192 +- 0.0015
largest difference of final positions (length): 0.0e+00
condition number of C: compact 2.72, nearly parallel 4.0e+06
median local-energy rounding difference (hbar omega): compact 0.0e+00, nearly parallel 9.1e-11
mismatch = 1 - |cosine| of wave-function values at 500 random points
mismatch: occupied mixing 0.0e+00, admixture 0.3 of unoccupied orbital 0.0346
two determinants, coefficient 0.4, active mixing 0.5:
mismatch: common orbitals mixed 2.2e-16, active mixed 0.0494, coefficient adjusted 0.0e+00
exact noninteracting energy (hbar omega): 8.000000
untruncated compact orbitals, Tr(S^-1 h) (hbar omega): 8.000000
smooth window of width 1 (length), zero beyond the cutoff radius
localized, cutoff 3: energy 8.148032 hbar omega, 1-overlap 2.25e-02, zero entries 12.1 %
localized, cutoff 4: energy 8.046686 hbar omega, 1-overlap 6.44e-03, zero entries 1.9 %
localized, cutoff 5: energy 8.011118 hbar omega, 1-overlap 1.06e-03, zero entries 0.0 %
localized, cutoff 6: energy 8.000167 hbar omega, 1-overlap 9.13e-06, zero entries 0.0 %
compact, cutoff 3: energy 8.034082 hbar omega, 1-overlap 6.00e-03, zero entries 12.1 %
compact, cutoff 4: energy 8.008083 hbar omega, 1-overlap 1.25e-03, zero entries 1.9 %
compact, cutoff 5: energy 8.001957 hbar omega, 1-overlap 2.08e-04, zero entries 0.0 %
compact, cutoff 6: energy 8.000040 hbar omega, 1-overlap 2.33e-06, zero entries 0.0 %
localized, cutoff 3, Monte Carlo energy (hbar omega): 8.1450 +- 0.0023
abrupt cut at |x| = 2.0: sampled local energy 0.5000 hbar omega
ramp width 0.1 (length): true energy 0.5853 hbar omega
ramp width 0.01 (length): true energy 1.5176 hbar omega
ramp width 0.001 (length): true energy 10.8612 hbar omega
ramp width 0.0001 (length): true energy 104.2997 hbar omega
coefficient of 1/width (hbar omega times length): 0.010382
finished without a failed check
```
